\section*{Does an elastic polishing pad guarantee Preston's linear pressure law?}

\section*{Question}

In chemical-mechanical planarization, Preston's law says that the removal rate is proportional to the nominal pressure $P$ at fixed sliding speed $V$. I have been justifying it as follows. The pad is rough and touches the wafer at its asperities. The pad is linearly elastic, so twice the pressure gives twice the real contact area. Material is removed where pad and wafer touch, so the rate doubles too.

Is this a valid derivation? To have a definite case, suppose that all asperities have identical spherical tips at the same height. What happens to the rate when I go from 20 to 40\,kPa?

\section*{Answer}

The second step fails. Linear elasticity means that displacement is proportional to load \emph{for a fixed loaded region}. Under a rounded tip, the region grows with the load, so the problem as a whole is not linear. Your equal-height pad can be solved completely and shows what replaces proportionality.

\subsection*{One spherical tip}

Let the tip have radius $R$, Young modulus $E$ and Poisson ratio $\nu$, with $E^*=E/(1-\nu^2)$. The wafer is taken as rigid and flat, and contact as frictionless and non-adhesive. For a contact radius $a\ll R$ the tip deforms locally like an elastic half-space, on which a normal point force $F$ displaces the surface at distance $s$ by $F/(\pi E^*s)$.

If the tip is pressed in by $\delta$, the undeformed profiles would overlap by $\delta-r^2/(2R)$. The surface displacement $u$ must equal this overlap inside the contact. Try
\begin{equation}
p(r)=p_0\sqrt{1-r^2/a^2},\qquad r<a .
\end{equation}
To find $u$ at radius $r$, use polar coordinates $(s,\varphi)$ centred on that point. The area element $s\,ds\,d\varphi$ cancels the $1/s$ of the point-force formula, leaving integrals of $p$ along straight lines. A line at angle $\varphi$ to the radius passes the contact centre at distance $r|\sin\varphi|$, so its half-chord $c$ obeys $c^2=a^2-r^2\sin^2\varphi$. With $t$ measured from the chord's midpoint, $p=(p_0/a)\sqrt{c^2-t^2}$, and the integral over the chord is that of a semicircle, $(p_0/a)\,\pi c^2/2$. Hence
\begin{align}
u(r)&=\frac{1}{\pi E^*}\int_0^{\pi}\frac{\pi p_0}{2a}\left(a^2-r^2\sin^2\varphi\right)d\varphi\nonumber\\
&=\frac{p_0}{2E^*a}\left(\pi a^2-\frac{\pi r^2}{2}\right)
=\frac{\pi p_0}{4E^*a}\left(2a^2-r^2\right).
\end{align}
Matching the $r^2$ term and then the constant term to $\delta-r^2/(2R)$ gives
\begin{equation}
p_0=\frac{2E^*a}{\pi R},\qquad \delta=\frac{a^2}{R}.
\end{equation}
The load follows by integrating the pressure:
\begin{equation}
F=2\pi p_0\int_0^a\sqrt{1-\frac{r^2}{a^2}}\,r\,dr=\frac{2\pi}{3}p_0a^2=\frac{4E^*a^3}{3R}.
\label{eq:load}
\end{equation}

The surfaces must also stay apart outside the contact. For $r>a$, only lines with $r|\sin\varphi|<a$ cross the contact. The integral for $u$ then omits the angles at which $a^2-r^2\sin^2\varphi$ is negative, so $u$ exceeds $\delta-r^2/(2R)$ and the gap is positive.

No other pressure will do. Suppose two solutions have pressures $p_1,p_2\ge0$ and gaps $g_1,g_2\ge0$, with $p_ig_i=0$. At the same $\delta$, $u_1-u_2=g_1-g_2$, so
\[
\int(p_1-p_2)(u_1-u_2)\,dA=-\int(p_1g_2+p_2g_1)\,dA\le0 .
\]
The left side is twice the elastic energy of the load $p_1-p_2$, which is positive unless $p_1=p_2$.

\subsection*{The equal-height pad}

Let there be $N$ tips per unit nominal area, far enough apart to act independently, and let them carry the whole load. Equal heights mean equal loads, $F=P/N$. Solving (\ref{eq:load}) for $a$, the real contact fraction is
\begin{equation}
f=N\pi a^2=\pi N\left(\frac{3PR}{4NE^*}\right)^{2/3}.
\label{eq:fraction}
\end{equation}
Your removal assumption, made precise, is that each unit of real contact area removes the same volume per unit sliding length. The thickness removal rate is then $\kappa Vf$, with $\kappa$ a constant, and it grows as $P^{2/3}$. Doubling $P$ multiplies it by $2^{2/3}=1.587$. The mean contact pressure $P/f$ rises as $P^{1/3}$: part of the extra load goes into pressing harder, not into more area.

For numbers, take rough values for a wet polyurethane pad: $E=100$\,MPa, $\nu=0.4$, $R=50\,\mu$m and $N=100$ per mm$^2$. Then $E^*=100/(1-0.16)=119$\,MPa. At 20\,kPa (2.9\,psi) each tip carries $0.02\,\mathrm{N/mm^2}\div100\,\mathrm{mm^{-2}}=0.2$\,mN, and
\[
a=\left(\frac{3\times2\times10^{-4}\times5\times10^{-5}}{4\times1.19\times10^{8}}\right)^{1/3}\mathrm{m}=3.98\,\mu\mathrm{m},
\qquad \delta=\frac{a^2}{R}=0.32\,\mu\mathrm{m}.
\]
The contact fraction is $100\,\pi\,(0.00398)^2=0.50\%$, and the mean contact pressure is $20\,\mathrm{kPa}/0.00497=4.0$\,MPa.

Choose $\kappa$ so that the rate is 200\,nm/min at 20\,kPa and 1\,m/s. At 40\,kPa (5.8\,psi), with speed, $\kappa$ and pad unchanged, the area law gives $200\times1.587=317$\,nm/min. Preston's law gives 400\,nm/min, which is 26\% above the area law. At 10\,kPa the order reverses: 126\,nm/min from the area law and 100 from Preston's.

\subsection*{The local removal law matters too}

Suppose instead that the local removal rate varies as $p^m$, with $m\ge0$. One contact then contributes in proportion to
\begin{equation}
\int p^m\,dA=2\pi p_0^m\int_0^a\left(1-\frac{r^2}{a^2}\right)^{m/2}r\,dr=\frac{2\pi p_0^ma^2}{m+2}.
\end{equation}
Since $p_0\propto a$ and $a\propto F^{1/3}$, this grows as $F^{(2+m)/3}$. Your assumption is $m=0$. For $m=1$ the result is linear, and this case does not need spheres or equal heights: the integral of $p$ over all contacts is the total load by force balance. That route to Preston's law puts linearity into the local removal mechanism. It does not derive it from pad elasticity.

\subsection*{What unequal heights change}

Now let the tips differ in height, keeping $m=0$ and independent contacts. Summing over the touching tips in unit nominal area,
\begin{equation}
f=\pi R\sum\delta_i,\qquad P=\frac43E^*\sqrt R\sum\delta_i^{3/2}.
\end{equation}
Move the pad closer by $dh$. Every $\delta_i$ grows by $dh$, and tips just making contact enter both sums with zero weight. With $n$ touching tips,
\begin{equation}
df=\pi R\,n\,dh,\qquad dP=2E^*\sqrt R\sum\delta_i^{1/2}\,dh .
\end{equation}
Dividing $df/f$ by $dP/P$, and writing averages over touching tips as $\langle\cdot\rangle$, gives the local exponent
\begin{equation}
s=\frac{d\ln f}{d\ln P}
=\frac{n}{\sum\delta_i}\,\frac{\frac43\sum\delta_i^{3/2}}{2\sum\delta_i^{1/2}}
=\frac23\,\frac{\langle\delta^{3/2}\rangle}{\langle\delta\rangle\langle\delta^{1/2}\rangle}.
\end{equation}
If $\delta'$ is an independent draw from the same indentations,
\[
\langle\delta^{3/2}\rangle-\langle\delta\rangle\langle\delta^{1/2}\rangle
=\tfrac12\left\langle(\delta-\delta')(\sqrt{\delta}-\sqrt{\delta'})\right\rangle\ge0,
\]
because the two brackets have the same sign. So $s\ge2/3$ for spherical tips of one radius, with equality when all indentations are equal. Your pad is the extreme case.

There is no matching ceiling at 1. One tip indented by 1 unit and two by 0.001 give
\[
s=\frac23\times\frac{3\times1.00006}{1.002\times1.0632}=1.88 ,
\]
because each barely touching tip gains as much area as the heavily loaded one when the pad moves closer, but adds much less load.

Exact proportionality appears for exponentially distributed heights, with density $(N/\sigma)e^{-z/\sigma}$ for $z\ge0$. If the wafer plane is at height $D\ge0$, putting $z=D+\delta$ gives
\[
\frac N\sigma e^{-z/\sigma}=Ne^{-D/\sigma}\,\frac{e^{-\delta/\sigma}}{\sigma}.
\]
Changing $D$ changes the number of contacts, $n=Ne^{-D/\sigma}$, but not the distribution of their indentations. The sums are $\sum\delta_i=n\sigma$ and $\sum\delta_i^{3/2}=n\sigma^{3/2}\,\Gamma(5/2)$, with $\Gamma(5/2)=3\sqrt\pi/4$, so
\begin{equation}
\frac fP=\frac{\pi R\,n\sigma}{\frac43E^*\sqrt R\;n\sigma^{3/2}\,\frac{3\sqrt\pi}{4}}
=\frac{1}{E^*}\sqrt{\frac{\pi R}{\sigma}} .
\end{equation}
Extra load recruits new contacts, and the average contact stays the same. For this reason the removal is linear here for every $m$, as long as $D\ge0$. With the inputs above that holds up to 1.7\,MPa for $\sigma=5\,\mu$m but only up to about 25\,kPa for $\sigma=0.3\,\mu$m; beyond it all tips touch and, for $m=0$, the exponent falls towards $2/3$. The linearity comes from the height statistics.

\subsection*{How far a real pad is from your model}

Equal height means a spread much smaller than the indentation, here 0.32\,$\mu$m. A rough figure for a conditioned pad is several micrometres, so this assumption fails for such a pad. I replaced equal heights by a Gaussian of standard deviation $\sigma$, keeping $N$, $R$ and $E^*$, evaluated the sums as integrals by numerical quadrature, and solved for the separation that gives 20\,kPa:

\begin{center}
\begin{tabular}{lccccc}
$\sigma$ ($\mu$m) & 0.03 & 0.1 & 0.3 & 1 & 5\\
$s$ at 20\,kPa & 0.67 & 0.70 & 0.83 & 0.90 & 0.94
\end{tabular}
\end{center}

At $\sigma=5\,\mu$m, 4.7\% of the tips touch, and going from 20 to 40\,kPa multiplies the area by 1.92. That is 21\% above the equal-height factor of 1.59 and close to Preston's 2. With these inputs, the pad with $\sigma=5\,\mu$m is nearly linear, and the two-thirds law is a counterexample to your argument rather than a forecast for production pads.

Heating can also hide the exponent. From (\ref{eq:fraction}), $f\propto(P/E^*)^{2/3}$. If doubling $P$ also warms the pad and reduces its modulus to $xE^*$, the area doubles when $(2/x)^{2/3}=2$, so $x=2/2^{3/2}=0.71$. A 29\% loss of modulus would make the equal-height pad look like Preston's law over that one step.

Two other effects, wafer compliance and yield, matter little for the equal-height area at 20\,kPa. Wafer compliance adds $(1-\nu_w^2)/E_w$ to $1/E^*$. With rough oxide values $E_w=70$\,GPa and $\nu_w=0.17$, the area rises by 0.11\%. Yield is also remote: for a rough pad strength of 20\,MPa, the Hertz stresses along the contact axis reach yield at a peak pressure of about 35\,MPa, while the peak here is $p_0=\tfrac32\times4.0=6.0$\,MPa. That onset is itself a rough figure, since it corresponds to $a/R=\pi p_0/(2E^*)\approx0.46$, outside the small-contact regime. On the Gaussian pad with $\sigma=5\,\mu$m, tips above the onset carry about 2\% of the load, but this share is very sensitive to the rough inputs: it is 24\% for a strength of 15\,MPa, and 37\% or 71\% for $E=150$ or 200\,MPa at a strength of 20\,MPa. Yield cannot be ruled out for a rough pad. The mean indentation of all touching tips on that pad is 2.1\,$\mu$m, so $a/R=\sqrt{2.1/50}\approx0.2$, and small-strain contact theory is less accurate than for your pad.

The model leaves out slurry pressure, which can relieve the tips of load or, if below ambient, add to it, as well as friction, viscoelasticity, abrasive supply and pad wear. A slurry pressure that does not scale with $P$, for example, changes the exponent of the equal-height pad. A measured linear rate therefore does not show that elasticity caused it: height statistics, a pressure-proportional local law, softening and fully plastic contact (mean contact pressure fixed at the hardness $H$, so $f=P/H$) can each give a linear or nearly linear rate over a limited range.

All numerical values are calculated from the stated model.
